How Long Does Heat Take to Cross a Thermal Barrier Coating?

**Question.** A ceramic thermal barrier coating 250 µm thick has a thermal diffusivity of 0.5 mm²/s. The gas in front of it suddenly becomes hotter. How long does the disturbance take to diffuse through the coating, and how does that time depend on the thickness, the material and what lies on either side?

**Answer.** About 0.1 s. The estimate is the square of the thickness divided by the diffusivity:

τ = L²/D = (0.25 mm)² / (0.5 mm²/s) = 0.125 s.

Diffusion has no sharp front, so this is not an arrival time in the sense in which a sound pulse arrives. To see what it does measure, we need the heat equation and a definite criterion for "through".

**Where L²/D comes from**

Let x be the depth below the hot surface, T(x,t) the temperature, k the thermal conductivity and c the heat capacity per unit volume. All are averages over regions larger than the pores but thin compared with the coating. Heat flows along x alone, and k and c are constant.

Consider a slice of unit area between x and x + dx. Its heat content changes because the heat flux q entering at x differs from that leaving at x + dx:

c dx ∂T/∂t = q(x) − q(x + dx) = −(∂q/∂x) dx.

Fourier's law says that heat flows down the temperature gradient, q = −k ∂T/∂x. Substituting it and dividing by c dx gives

∂T/∂t = D ∂²T/∂x², with D = k/c.

A good conductor passes heat on quickly; a large heat capacity delays it, because each slice must be warmed before it can warm the next.

Suppose that the coating starts at a uniform temperature T₀ and that its front face is raised by ΔT at t = 0. Define

θ = (T − T₀)/ΔT, s = x/L, u = t/τ.

Then ∂/∂t = (1/τ) ∂/∂u and ∂²/∂x² = (1/L²) ∂²/∂s², so that

∂θ/∂u = (Dτ/L²) ∂²θ/∂s² = ∂²θ/∂s².

No material constant is left. If the back face is either insulated or held at T₀, the boundary conditions contain none either. Every time defined by a fixed fraction of the response is therefore a pure number times L²/D. Doubling the thickness at fixed D makes the process four times slower, not twice.

A short pulse of heat shows the same law. Release it at the insulated front face of a very thick body, and let T now denote the temperature rise. Multiply the heat equation by x² and integrate over depth, by parts twice:

d/dt ∫x²T dx = D ∫x² ∂²T/∂x² dx
= −2D ∫x ∂T/∂x dx
= 2D ∫T dx.

The boundary terms x² ∂T/∂x and xT vanish at x = 0 because of the factors of x, and at great depth because the temperature rise falls off there faster than any power of x. The integral ∫T dx is constant, since no heat is lost. Dividing by it gives

⟨x²⟩ = 2Dt.

The root-mean-square depth equals L at t = L²/(2D) = 62.5 ms. Depth grows as the square root of time, so the second half of a journey takes three times as long as the first.

**First case: no heat leaves the back face**

Step the front face and insulate the back. The whole coating must finally reach θ = 1. Write θ = 1 − w, where w is what is still missing. Then

∂w/∂u = ∂²w/∂s², w = 0 at s = 0, ∂w/∂s = 0 at s = 1, w = 1 at u = 0.

Try a product w = S(s)U(u). Dividing the equation by SU gives U′/U = S″/S. The left side depends on u alone and the right side on s alone, so both equal a constant, which we call −p² because the missing part must decay. Hence U = exp(−p²u), and the condition at s = 0 selects S = sin(ps). Zero slope at s = 1 requires cos p = 0, so

pₙ = (2n + 1)π/2, n = 0, 1, 2, …

We now add these modes with coefficients bₙ so that their sum is 1 at u = 0. Two different modes are orthogonal, because

(pₘ² − pₙ²) ∫SₘSₙ ds = ∫(SₘSₙ″ − SₙSₘ″) ds = [SₘSₙ′ − SₙSₘ′] = 0,

where the bracket is taken between s = 0 and s = 1. It vanishes at the front because S = 0 there and at the back because S′ = 0 there. Also

∫sin²(pₙs) ds = 1/2 and ∫sin(pₙs) ds = (1 − cos pₙ)/pₙ = 1/pₙ,

so bₙ = 2/pₙ = 4/[(2n + 1)π]. At the back face sin pₙ = (−1)ⁿ, and therefore

θ(1,u) = 1 − (4/π) Σ (−1)ⁿ/(2n + 1) exp[−(2n + 1)²π²u/4].

The second mode decays nine times as fast as the first. Once the back face has warmed appreciably, the first term suffices. For a rise by the fraction f,

1 − f ≈ (4/π) exp(−π²u/4),

and taking the logarithm gives

t_f ≈ (4/π²) ln{4/[π(1 − f)]} L²/D.

For our coating the half-rise and 90% times are

t₅₀ ≈ (4/π²) ln(8/π) τ = 0.379 × 125 ms = 47 ms,
t₉₀ ≈ (4/π²) ln(40/π) τ = 1.031 × 125 ms = 129 ms.

This gives the estimate a precise meaning: L²/D is close to the time in which an insulated back face makes 90% of its rise. A separate numerical heat balance, with the coating cut into 200 slices, also gives 129 ms.

The response is gradual. The back face has made 2.5% of its rise after 10 ms, 82% after 100 ms and 89% after 125 ms. A sensitive thermometer would therefore report the disturbance long before 0.1 s. The number describes the bulk of the response, not its first trace.

**Second case: the back face stays cold**

A coating is normally bonded to metal, which conducts heat away and has a large heat capacity. The opposite limit to insulation is a back face held at T₀. Its temperature cannot serve as a signal, so we follow the heat flux leaving it.

The final profile is the straight line θ = 1 − s. Write θ = 1 − s − v, where v vanishes at both faces and equals 1 − s at the start. The modes are now sin(nπs) with decay factors exp(−n²π²u), n = 1, 2, … They are orthogonal by the same argument, since S is zero at both ends. Their coefficients are

bₙ = 2 ∫(1 − s) sin(nπs) ds = 2/(nπ).

Here integration by parts gives 1/(nπ) from the lower limit, while the remaining integral of cos(nπs) is zero. The flux at the back is −(kΔT/L) ∂θ/∂s at s = 1. Since ∂θ/∂s = −1 − ∂v/∂s and cos(nπ) = (−1)ⁿ,

q(L,t)/(kΔT/L) = 1 + 2 Σ (−1)ⁿ exp(−n²π²u).

Keeping the first term of the sum, 1 − f ≈ 2 exp(−π²u), gives

t₅₀ ≈ (ln 4/π²) τ = 17.6 ms,
t₉₀ ≈ (ln 20/π²) τ = 37.9 ms.

The numerical heat balance gives 17.3 ms and 37.9 ms. The small difference at half flux comes from the next term, +2 exp(−4π²u). At the one-term half time exp(−π²u) = 1/4, so this term is 2/256, or 0.8% of the final flux. Being positive, it brings the half-flux point slightly forward.

Why is the cold-back response faster? Its slowest mode fits half a wavelength into the coating, whereas the insulated one fits a quarter. Halving the wavelength makes diffusion four times as fast. The logarithms change this a little: the ratio of the two 90% times is 4 ln(40/π)/ln 20 = 3.4. The two times also refer to different signals, temperature in one case and flux in the other.

**What the hot gas adds**

Hot gas does not fix the surface temperature. It delivers a flux h(T_gas − T_surface), where h is the heat transfer coefficient. The coating's resistance is L/k and that of the gas film is 1/h. Their ratio is the Biot number,

Bi = hL/k.

Take k = 1 W/(m K) and h = 4000 W/(m² K). Then Bi = 4000 × 250×10⁻⁶ / 1 = 1, and the film matters as much as the coating.

Keep the back face cold and let w be the deviation from the final profile. The film condition for the deviation is −hw = −k ∂w/∂x, or ∂w/∂s = Bi w at s = 0. A mode that vanishes at the back is w = sin[z(1 − s)], which decays as exp(−z²u). Its slope at the front is −z cos z, so

−z cos z = Bi sin z, or z cot z = −Bi.

The smallest root lies between π/2 and π. For Bi = 1 it is z = 2.029, and the slowest time constant is τ/z² = 125 ms/4.12 = 30 ms. Without the film, z = π and the constant is 13 ms. The 90% flux time, computed with all modes, rises from 38 ms to 82 ms. With a realistic film, then, "about 0.1 s" is a fair answer for a cold back.

With an insulated back the film has a stronger effect. The modes are then cos[z(1 − s)], and the film condition gives z tan z = Bi. For Bi = 1 the smallest root is z = 0.860, the slowest time constant is τ/z² = 169 ms, and the 90% time rises from 129 ms to 0.41 s. With a cold back a weak film cannot delay the flux without limit: as h falls, z tends to π/2 and the 90% flux time approaches 1.03 L²/D. With an insulated back and Bi ≪ 1, the coating is nearly uniform in temperature and obeys

cL dT/dt = h(T_gas − T).

Its time constant is cL/h = τ/Bi, which grows without limit as h falls. In that regime L²/D no longer sets the response to the gas: the wait is for heat to enter the coating, not to cross it. For given c and h the time is then proportional to the thickness, not to its square.

**Crossing the coating is not heating the metal**

Put the coating on 2 mm of metal with conductivity 22 W/(m K) and heat capacity c_m = 4.5 MJ/(m³ K), cooled behind by a film with h_c = 3000 W/(m² K). Step the coating's surface temperature directly, leaving out the gas film. In the numerical solution for this wall, the metal beneath the coating has risen by 13% of the step after 0.125 s. The cold-back limit is thus a rough first description during the crossing: the flux into the metal runs about 13% below the cold-back curve, peaks at 86% of kΔT/L near 76 ms and then falls, so on this wall it never reaches the 90% level that defined the 37.9 ms. The final rise is 63%, so it fails later.

To estimate how long the metal takes, treat it as uniform in temperature, with a rise T_m above its initial value, and neglect the heat stored in the coating. With metal thickness d_m,

c_m d_m dT_m/dt = (k/L)(ΔT − T_m) − h_c T_m.

Collecting the terms in T_m gives the time constant

t_m = c_m d_m/(k/L + h_c) = 9000/(4000 + 3000) s = 1.29 s.

The numerical solution, which keeps the gradients in the metal and the heat stored in the coating, gives 1.38 s. The estimate is 7% below it. With the gas film in series, k/L is replaced by 1/(L/k + 1/h) = 2000 W/(m² K); the estimate becomes 1.8 s and the full solution gives 1.9 s. Heat crosses the coating in about a tenth of a second, but the metal responds with a time constant of more than a second, and needs several time constants to come close to its final temperature. The coating is a resistance in front of a large heat store, and its own diffusion time doesn't measure how long it protects the metal.

**How far to trust the number for a real coating**

The values used here are rough ones for a porous zirconia coating on a cooled nickel-alloy turbine wall. With k = 1 W/(m K), the given diffusivity implies c = k/D = 2.0 MJ/(m³ K), which is somewhat low for hot zirconia. A value of 3 MJ/(m³ K) at the same k would give D = 0.33 mm²/s and τ = 0.19 s. At fixed thickness, a diffusivity 20% lower or higher moves the insulated 90% time from 129 ms to 161 ms or 107 ms. Porosity lowers both k and c, so it slows diffusion if it reduces k by the larger factor.

Hot zirconia also lets some thermal radiation through. If radiation is scattered or absorbed after a mean distance 1/β much shorter than L, it diffuses like a gas of carriers. In a medium of refractive index n its energy density is 4n³σT⁴/c₀ and its speed is c₀/n, where c₀ is the speed of light in vacuum and σ the Stefan–Boltzmann constant. A diffusion coefficient of one third of speed times mean free path gives the flux

q_rad = −[c₀/(3nβ)] d(4n³σT⁴/c₀)/dx = −[16n²σT³/(3β)] dT/dx.

The bracket acts as an extra conductivity. For n = 2.1, T = 1300 K and β = 20 per mm it is 0.15 W/(m K), which shortens the insulated 90% time to 112 ms. This overstates the effect: the optical thickness βL is just 5, and radiation that is mainly scattered need not share the local temperature of the solid. If the radiation is allowed to diffuse with its own energy density, the time is about 115 ms when all the extinction is absorption and 125 to 128 ms when 99% of it is scattering. Radiation from the gas that is absorbed below the surface is left out.

Fourier's law itself is safe here. If the heat carriers move at v = 4000 m/s and D = v²t_c/3, their collision time is t_c = 3D/v² = 0.09 ps, about a million million times shorter than the crossing. The free path vt_c is then only about 0.4 nm, comparable with the spacing of atoms, so the picture of a gas of carriers is rough, but the margin is enormous. The description by a single D would fail sooner for another reason: pores or cracks comparable in size with the coating thickness would make the heat flow uneven, and one average diffusivity would no longer describe it.

For these parameters the listed corrections change the answer by tens of per cent, while the choice of criterion and of boundary conditions moves it between 17 ms and 0.41 s, a factor of more than twenty. That is why 0.1 s should be read as an order of magnitude. The main values are in the numerical output below.

Numbers as computed

```
Coating thickness L: 250 um
Diffusivity D: 0.50 mm2/s
Diffusion time L^2/D: 0.125 s
Time for rms pulse depth = L: 62.5 ms
Numerical rms depth at that time: 250.0 um
Insulated back face, step at the front:
  rise at 10 ms: 2.5 %
  rise at 100 ms: 82.3 %
  rise at L^2/D: 89.2 %
  50% time, numerical: 47.3 ms
  50% time, one term: 47.4 ms
  90% time, numerical: 128.9 ms
  90% time, one term: 128.9 ms
  90% time / (L^2/D): 1.031
  90% time ratio for doubled L: 4.000
Cold back face, flux leaving the back:
  50% time, numerical: 17.3 ms
  50% time, one term: 17.6 ms
  90% time, numerical: 37.9 ms
  90% time, one term: 37.9 ms
Gas film, cold back face:
  coating conductivity k: 1.0 W/(m K)
  coating heat capacity c = k/D: 2.00 MJ/(m3 K)
  gas film coefficient: 4000 W/(m2 K)
  Biot number: 1.00
  root z: 2.029
  slowest time constant: 30.4 ms
  90% flux time: 81.8 ms
Cooled metal wall, step at the coating surface:
  metal thickness: 2.0 mm
  metal conductivity: 22 W/(m K)
  metal heat capacity: 4.5 MJ/(m3 K)
  coolant film coefficient: 3000 W/(m2 K)
  interface rise at L^2/D: 12.6 % of step
  final interface rise: 63 % of step
  slowest time constant, numerical: 1.38 s
  slowest time constant, lumped: 1.29 s
Other neglected effects, insulated back face:
  90% time for D lower by 20%: 161 ms
  90% time for D higher by 20%: 107 ms
  temperature for radiation: 1300 K
  refractive index: 2.1
  extinction coefficient: 20 per mm
  optical thickness: 5.0
  radiative conductivity: 0.15 W/(m K)
  90% time with radiation: 112 ms
  sound speed: 4000 m/s
  carrier lag 3D/v^2: 0.09 ps
```
